\section*{The Fan-Migdal self-energy: Matsubara derivation and its four phonon processes, part 1}

(Sections cited here and not found follow in the second part.)

\section{Two levels at zero temperature}

Take two electronic levels, level 1 at energy $\varepsilon$ and level 2 at energy $\xi$, both measured from the chemical potential, and two phonon modes, labelled $q$ and $-q$, with frequencies $\omega_q,\omega_{-q}>0$. Rydberg atomic units are used with $\hbar=k_B=1$, so frequencies, temperatures and rates are all in Ry. The Hamiltonian is $H=H_0+V$ with
\begin{align}
H_0&=\varepsilon\,c_1^\dagger c_1+\xi\,c_2^\dagger c_2+\omega_q b_q^\dagger b_q+\omega_{-q}b_{-q}^\dagger b_{-q},\\
V&=g\,c_2^\dagger c_1 A+g^*c_1^\dagger c_2A^\dagger,\qquad A=b_q+b_{-q}^\dagger .
\label{eq:model}
\end{align}
An electron going from 1 to 2 either absorbs a $q$ phonon or emits a $-q$ phonon, and the reverse move either emits $q$ or absorbs $-q$. For this first part let $T=0$ and $\omega_q=\omega_{-q}=\Omega$.

Suppose $\varepsilon>0$ and $\xi>0$, both large against $|g|^2/\Omega$, so that the coupling cannot pull a one-electron state below the empty one. The ground state has no electron and no phonon, and $V$ annihilates it. Add an electron to level 1. The only state that $V$ reaches from there has the electron in level 2 and one $-q$ phonon, with amplitude $g$ and energy $\xi+\Omega$. Second-order perturbation theory gives the addition energy
\begin{equation}
E_{N+1}-E_N=\varepsilon+\frac{|g|^2}{\varepsilon-\xi-\Omega}.
\end{equation}

Suppose instead $\varepsilon<0$ and $\xi<0$, again with $|\varepsilon|$ and $|\xi|$ large against $|g|^2/\Omega$. Both levels are full, the energy is $\varepsilon+\xi$, and $V$ again annihilates the state, since it would have to put an electron into a full level. Remove the electron from level 1. The state left has energy $\xi$, and $V$ lets the electron in level 2 move into the hole while emitting a $q$ phonon, with amplitude $g^*$ and energy $\varepsilon+\Omega$. The state with the hole is shifted by $|g|^2/(\xi-\varepsilon-\Omega)$, so the removal energy is
\begin{equation}
E_N-E_{N-1}=\varepsilon+\xi-\Big[\xi+\frac{|g|^2}{\xi-\varepsilon-\Omega}\Big]=\varepsilon+\frac{|g|^2}{\varepsilon-\xi+\Omega}.
\end{equation}

Both results have the form $\varepsilon+\Sigma(\varepsilon)$ with
\begin{equation}
\Sigma(z)=|g|^2\left[\frac{f}{z-\xi+\Omega}+\frac{1-f}{z-\xi-\Omega}\right],
\label{eq:zeroT}
\end{equation}
where $f=0$ or $1$ is the occupation of level 2. Both terms describe emission, as they must when no phonon is present to be absorbed. The pole at $\xi+\Omega$ is emission by an added electron. The pole at $\xi-\Omega$ is emission by a hole, and it lies below $\xi$ because the energy of the emitted phonon is subtracted in a removal energy.

\section{The crystal and its channels}

In a crystal the coupling linear in the atomic displacements is
\begin{equation}
V=\frac{1}{\sqrt{N}}\sum_{mn\nu}\sum_{\mathbf k\mathbf q}g_{mn\nu}(\mathbf k,\mathbf q)\,c^\dagger_{m\mathbf k+\mathbf q}c_{n\mathbf k}\,A_{\mathbf q\nu},\qquad A_{\mathbf q\nu}=b_{\mathbf q\nu}+b^\dagger_{-\mathbf q\nu},
\end{equation}
for $N$ cells, with spin left implicit. Since $A_{-\mathbf q\nu}=A^\dagger_{\mathbf q\nu}$, hermiticity requires $g_{nm\nu}(\mathbf k+\mathbf q,-\mathbf q)=g^*_{mn\nu}(\mathbf k,\mathbf q)$. The two terms that link the state $n\mathbf k$ to the state $m\mathbf k+\mathbf q$ through branch $\nu$ are therefore the two terms of Eq.~\eqref{eq:model}, with $1=n\mathbf k$, $2=m\mathbf k+\mathbf q$ and $g\to g_{mn\nu}/\sqrt N$. When $\mathbf q$ and $-\mathbf q$ are equivalent there is one mode instead of two, with $A=b+b^\dagger$; its propagator is the equal-frequency form of $D$ derived below, so the self-energy is unchanged. The case $m=n$, $\mathbf q=0$, where the two levels coincide, is not of this form; it is a single $\mathbf q$ point of weight $1/N$. Such a triple $(m,\mathbf q,\nu)$ is called a channel below. Time reversal makes $\omega_{\mathbf q\nu}=\omega_{-\mathbf q\nu}$. The two frequencies are nevertheless kept distinct in the derivation, because this shows which mode produces which pole.

The assumptions are harmonic phonons with positive frequencies, lowest order in $g$ with the propagators of $H_0$, and the band-diagonal element of the self-energy only. Two further terms of the same order in the displacements are independent of frequency and have no poles: the Debye-Waller term, in which a coupling quadratic in the displacements is replaced by its thermal average, and the tadpole, in which a $\mathbf q=0$ phonon line ends on a closed electron loop. They shift $\varepsilon$ by a real constant and are set aside.

\section{Free propagators}

Let $\beta=1/T$, $O(\tau)=e^{H_0\tau}Oe^{-H_0\tau}$, and let $\langle\dots\rangle_0$ be the grand-canonical average with $H_0$. Define
\begin{equation}
G_2(\tau)=-\langle \mathcal T c_2(\tau)c_2^\dagger(0)\rangle_0,\qquad D(\tau)=-\langle \mathcal T A(\tau)A^\dagger(0)\rangle_0,
\end{equation}
where $\mathcal T$ orders later times to the left, with a minus sign for each exchange of fermion operators. Cyclic invariance of the trace makes $G_2$ antiperiodic and $D$ periodic under $\tau\to\tau+\beta$, so their Fourier series run over $\omega_j=(2j+1)\pi T$ and $\nu_l=2l\pi T$ respectively, with
\begin{equation}
X(i\omega)=\int_0^\beta d\tau\,e^{i\omega\tau}X(\tau),\qquad X(\tau)=T\sum e^{-i\omega\tau}X(i\omega).
\end{equation}
The occupation functions are $f(x)=1/(e^{\beta x}+1)$ and $n_B(z)=1/(e^{\beta z}-1)$, abbreviated $f=f(\xi)$, $n_q=n_B(\omega_q)$, $n_{-q}=n_B(\omega_{-q})$.

From $dc_2/d\tau=[H_0,c_2]=-\xi c_2$ follows $c_2(\tau)=e^{-\xi\tau}c_2$, and $\langle c_2c_2^\dagger\rangle_0=1-f$, so $G_2(\tau)=-(1-f)e^{-\xi\tau}$ for $0<\tau<\beta$. One integral serves all fermionic transforms. Because $e^{i\omega_j\beta}=-1$,
\begin{equation}
-\int_0^\beta d\tau\,e^{(i\omega_j-E)\tau}=-\frac{-e^{-\beta E}-1}{i\omega_j-E}=\frac{1+e^{-\beta E}}{i\omega_j-E}.
\label{eq:basic}
\end{equation}
With $1-f=1/(1+e^{-\beta\xi})$ this gives $G_2(i\omega_j)=1/(i\omega_j-\xi)$, and likewise $G_1(i\omega_j)=1/(i\omega_j-\varepsilon)$ for the free level 1.

For the phonons, $A(\tau)=b_qe^{-\omega_q\tau}+b_{-q}^\dagger e^{\omega_{-q}\tau}$ and $A^\dagger=b_q^\dagger+b_{-q}$. Only averages that conserve the number of quanta in each mode survive, so for $0<\tau<\beta$
\begin{equation}
D(\tau)=-(n_q+1)e^{-\omega_q\tau}-n_{-q}e^{\omega_{-q}\tau}.
\end{equation}
Now $e^{i\nu_l\beta}=+1$, and the transform is
\begin{equation}
D(i\nu_l)=\frac{(n_q+1)(1-e^{-\beta\omega_q})}{i\nu_l-\omega_q}-\frac{n_{-q}(e^{\beta\omega_{-q}}-1)}{i\nu_l+\omega_{-q}}.
\end{equation}
Both numerators equal one by the definition of $n_B$. Hence $D(i\nu_l)$ is the value at $z=i\nu_l$ of
\begin{equation}
D(z)=\frac{1}{z-\omega_q}-\frac{1}{z+\omega_{-q}}=\frac{\omega_q+\omega_{-q}}{(z-\omega_q)(z+\omega_{-q})},
\label{eq:D}
\end{equation}
which for equal frequencies is $D(i\nu_l)=-2\Omega/(\nu_l^2+\Omega^2)$.

\section{The one-phonon diagram and its sign}

The interacting propagator of level 1 is
\begin{equation}
\mathcal G(\tau)=-\frac{\langle\mathcal T c_1(\tau)c_1^\dagger(0)S\rangle_0}{\langle S\rangle_0},\qquad S=\mathcal T\exp\Big[-\int_0^\beta d\tau'V(\tau')\Big].
\end{equation}
The substitution $c_2\to-c_2$ leaves $H_0$ and $c_1$ alone and turns $g$ into $-g$, so only even orders appear. Write $V=V_++V_-$ with $V_+=g\,c_2^\dagger c_1A$ and $V_-=V_+^\dagger$. The second-order term of $S$ is $\tfrac12\iint V(\tau_1)V(\tau_2)$. The products $V_+V_+$ and $V_-V_-$ change the occupation of level 2 and average to zero. The two cross terms become equal on renaming $\tau_1\leftrightarrow\tau_2$, since each $V_\pm$ holds an even number of fermion operators and commutes under $\mathcal T$, and together they cancel the factor $\tfrac12$. The numerator contributes
\begin{equation}
-|g|^2\iint d\tau_1d\tau_2\,\langle\mathcal TA^\dagger(\tau_1)A(\tau_2)\rangle_0\,\langle\mathcal Tc_1(\tau)\,c_1^\dagger(\tau_1)c_2(\tau_1)\,c_2^\dagger(\tau_2)c_1(\tau_2)\,c_1^\dagger(0)\rangle_0 .
\end{equation}
In Wick's theorem the adjacent pair $c_2c_2^\dagger$ must be contracted together. It moves out as a pair without a sign and gives $-G_2(\tau_1-\tau_2)$. The four operators left, $c_1(\tau)c_1^\dagger(\tau_1)c_1(\tau_2)c_1^\dagger(0)$, pair in two ways. Pairing $\tau$ with $0$ gives the free $G_1(\tau)$ times the second-order term of $\langle S\rangle_0$, which the expansion of the denominator cancels. Pairing neighbours needs no exchange and gives $[-G_1(\tau-\tau_1)][-G_1(\tau_2)]$. The overall minus sign and the one from $-G_2$ cancel:
\begin{equation}
\delta\mathcal G(\tau)=\iint d\tau_1d\tau_2\,G_1(\tau-\tau_1)\,|g|^2\langle\mathcal TA^\dagger(\tau_1)A(\tau_2)\rangle_0G_2(\tau_1-\tau_2)\,G_1(\tau_2).
\end{equation}
The self-energy is defined by $\mathcal G(i\omega_j)=1/(i\omega_j-\varepsilon-\Sigma)$, whose first correction is $G_1\Sigma G_1$, a double convolution over one period in $\tau$. The middle factor is therefore $\Sigma(\tau_1-\tau_2)$. Translation in $\tau$ and the bosonic ordering give $D(-\tau)=-\langle\mathcal TA(0)A^\dagger(\tau)\rangle_0=-\langle\mathcal TA^\dagger(\tau)A(0)\rangle_0$, so
\begin{equation}
\Sigma(\tau)=|g|^2\langle\mathcal TA^\dagger(\tau)A(0)\rangle_0\,G_2(\tau)=-|g|^2D(-\tau)G_2(\tau).
\label{eq:sigmatau}
\end{equation}
Insert $D(-\tau)=T\sum_le^{+i\nu_l\tau}D(i\nu_l)$ and transform. The exponent is $i(\omega_j+\nu_l)\tau$, a fermionic frequency, so the $\tau$ integral returns $G_2(i\omega_j+i\nu_l)$:
\begin{equation}
\Sigma(i\omega_j)=-T|g|^2\sum_{l}F(i\nu_l),\qquad F(z)=\frac{D(z)}{i\omega_j+z-\xi}.
\label{eq:sum}
\end{equation}
In the crystal, $\langle A^\dagger_{\mathbf q\nu}A_{\mathbf q'\nu'}\rangle_0$ vanishes unless $\mathbf q'\nu'=\mathbf q\nu$, and $G$ of $H_0$ is diagonal in the band index, so different channels do not interfere at this order and $\Sigma_{n\mathbf k}$ is $N^{-1}\sum_{m\mathbf q\nu}$ of Eq.~\eqref{eq:sum}.

\section{The Matsubara sum by residues}

By Eq.~\eqref{eq:D}, $|F(z)|\le C|z|^{-3}$ for large $|z|$, so the sum converges absolutely and needs no convergence factor. Near $z=i\nu_l$, $e^{\beta z}-1=e^{\beta(z-i\nu_l)}-1\simeq\beta(z-i\nu_l)$, so $n_B$ has a simple pole there with residue $T$. The function $F$ has three simple poles: $z=\omega_q$, $z=-\omega_{-q}$ and $z=\xi-i\omega_j$. The first two are real and nonzero. The third has an imaginary part that is an odd multiple of $\pi T$. None coincides with another or with any $i\nu_l$, and this is where $\omega>0$ is needed. On a circle of radius $R_L=(2L+1)\pi T$ large enough to enclose the three poles, the residue theorem reads
\begin{equation}
I_L\equiv\oint\frac{dz}{2\pi i}\,n_B(z)F(z)=T\sum_{|l|\le L}F(i\nu_l)+\sum_{\text{poles of }F}\mathrm{Res}\,[n_BF].
\label{eq:circle}
\end{equation}

On these circles $n_B$ is bounded by a constant $M$ independent of $L$. Every point of the circle is at least $\pi T$ away from every $i\nu_l$, because $|R_L-|\nu_l||\ge\pi T$. Since $e^{\beta z}$ has period $2\pi iT$, it is enough to bound $n_B$ on the strip $|\mathrm{Im}\,z|\le\pi T$ outside the disc $|z|<\pi T$. Where $|\mathrm{Re}\,\beta z|\ge1$, $|e^{\beta z}-1|\ge|e^{\mathrm{Re}\,\beta z}-1|\ge1-e^{-1}$. The rest of the region is compact and holds no zero of $e^{\beta z}-1$, so the modulus has a positive minimum there. Therefore $|I_L|\le R_L\,M\,CR_L^{-3}\to0$, and Eq.~\eqref{eq:sum} becomes
\begin{equation}
\Sigma(i\omega_j)=+|g|^2\sum_{\text{poles of }F}\mathrm{Res}\,[n_BF].
\end{equation}

At $z=\omega_q$ the residue of $D$ is $+1$:
\begin{equation}
r_1=\frac{n_q}{i\omega_j-\xi+\omega_q}.
\end{equation}
At $z=-\omega_{-q}$ the residue of $D$ is $-1$. Also $n_B(-x)=1/(e^{-\beta x}-1)=-e^{\beta x}/(e^{\beta x}-1)=-1-n_B(x)$, and the two signs cancel:
\begin{equation}
r_2=\frac{n_{-q}+1}{i\omega_j-\xi-\omega_{-q}}.
\end{equation}
At $z=\xi-i\omega_j$ the residue of $1/(i\omega_j+z-\xi)$ is $+1$, so $r_3=n_B(\xi-i\omega_j)D(\xi-i\omega_j)$. Because $e^{-i\beta\omega_j}=-1$,
\begin{equation}
n_B(\xi-i\omega_j)=\frac{1}{-e^{\beta\xi}-1}=-f .
\label{eq:BtoF}
\end{equation}
Reversing the sign of each denominator in $D$ absorbs this minus sign:
\begin{align}
r_3&=-f\left[\frac{1}{\xi-i\omega_j-\omega_q}-\frac{1}{\xi-i\omega_j+\omega_{-q}}\right]\nonumber\\
&=\frac{f}{i\omega_j-\xi+\omega_q}-\frac{f}{i\omega_j-\xi-\omega_{-q}}.
\end{align}
Collecting equal denominators gives the Fan-Migdal self-energy of one channel,
\begin{equation}
\Sigma(i\omega_j)=|g|^2\left[\frac{n_q+f}{i\omega_j-\xi+\omega_q}+\frac{n_{-q}+1-f}{i\omega_j-\xi-\omega_{-q}}\right],
\label{eq:FM}
\end{equation}
and for a time-reversal-symmetric crystal
\begin{equation}
\Sigma_{n\mathbf k}(i\omega_j)=\frac1N\sum_{m\mathbf q\nu}|g_{mn\nu}|^2\left[\frac{n_{\mathbf q\nu}+f_{m\mathbf k+\mathbf q}}{i\omega_j-\xi_{m\mathbf k+\mathbf q}+\omega_{\mathbf q\nu}}+\frac{n_{\mathbf q\nu}+1-f_{m\mathbf k+\mathbf q}}{i\omega_j-\xi_{m\mathbf k+\mathbf q}-\omega_{\mathbf q\nu}}\right].
\end{equation}
At $T=0$ the Bose factors vanish and Eq.~\eqref{eq:zeroT} is recovered. Both weights are non-negative. Their sum, $n_q+n_{-q}+1=\langle AA^\dagger\rangle_0$, does not depend on $f$. When $|i\omega_j-\xi|\gg\Omega$ the two poles act as one, $\Sigma\simeq|g|^2(2n+1)/(i\omega_j-\xi)$, which is second-order scattering from a frozen random displacement of mean square $2n+1$.

\section{The same result in imaginary time}

Equation~\eqref{eq:sigmatau} can be transformed without any frequency sum. For $0<\tau<\beta$, $A^\dagger(\tau)=b_q^\dagger e^{\omega_q\tau}+b_{-q}e^{-\omega_{-q}\tau}$, so $\langle A^\dagger(\tau)A\rangle_0=n_qe^{\omega_q\tau}+(n_{-q}+1)e^{-\omega_{-q}\tau}$ and
\begin{equation}
\Sigma(\tau)=-|g|^2(1-f)\big[(n_{-q}+1)e^{-E_+\tau}+n_qe^{-E_-\tau}\big],
\end{equation}
with $E_+=\xi+\omega_{-q}$ and $E_-=\xi-\omega_q$. Equation~\eqref{eq:basic} gives poles at $E_\pm$ with weights
\begin{equation}
w_+=(n_{-q}+1)(1-f)(1+e^{-\beta E_+}),\qquad w_-=n_q(1-f)(1+e^{-\beta E_-}).
\label{eq:weights}
\end{equation}
The definitions imply $(1-f)e^{-\beta\xi}=f$, $(n+1)e^{-\beta\omega}=n$ and $n\,e^{\beta\omega}=n+1$. Multiplying out the last bracket in each weight, with mode labels understood,
\begin{align}
w_+&=(n+1)(1-f)+nf=n+1-f-nf+nf=n+1-f,\label{eq:wplus}\\
w_-&=n(1-f)+(n+1)f=n-nf+nf+f=n+f.\label{eq:wminus}
\end{align}
This reproduces Eq.~\eqref{eq:FM}. It also shows that each weight is a sum of two products of occupation factors whose $nf$ terms cancel. The short forms $n+1-f$ and $n+f$ hide four processes, and calling the first term emission and the second absorption accounts for only two of them.

\section{Continuation to real frequencies}

Let $|a\rangle$ be exact eigenstates of $H$ with energies $E_a$ and probabilities $p_a=e^{-\beta E_a}/Z$. Inserting them into the definition gives $\mathcal G(\tau)=-\sum_{ab}p_a|\langle b|c_1^\dagger|a\rangle|^2e^{-(E_b-E_a)\tau}$, and Eq.~\eqref{eq:basic} with $p_ae^{-\beta(E_b-E_a)}=p_b$ yields the Lehmann form
\begin{equation}
\mathcal G(z)=\sum_{ab}|\langle b|c_1^\dagger|a\rangle|^2\,\frac{p_a+p_b}{z-(E_b-E_a)}
\label{eq:lehmann}
\end{equation}
at $z=i\omega_j$. The retarded function $-i\theta(t)\langle\{c_1(t),c_1^\dagger\}\rangle$ has, with the same insertion, the terms $-i\theta(t)(p_a+p_b)|\langle b|c_1^\dagger|a\rangle|^2e^{-i(E_b-E_a)t}$, whose transform is Eq.~\eqref{eq:lehmann} at $z=\omega+i0^+$. The physical continuation is thus the function \eqref{eq:lehmann}, all of whose poles are real.

Values at the points $i\omega_j$ do not fix a function by themselves, since any multiple of $e^{\beta z}+1$ vanishes on all of them. At order $g^2$ the ambiguity is removed as follows, for $\varepsilon\ne E_\pm$. Expand the states, energies and probabilities in Eq.~\eqref{eq:lehmann}. Transitions allowed at $g=0$ have energy $\varepsilon$, and their corrections give a simple and a double pole at $\varepsilon$. Transitions with amplitude of first order have energy $E_+$ or $E_-$, as the next part shows, and give simple poles. So $\delta\mathcal G(z)$ is a rational function, and two rational functions that agree at infinitely many points are identical. Hence $\delta\mathcal G(z)=\Sigma(z)/(z-\varepsilon)^2$, with $\Sigma(z)$ obtained from Eq.~\eqref{eq:FM} by $i\omega_j\to z$ in the denominators.

The replacement \eqref{eq:BtoF} must therefore come before the continuation. Keeping $r_3=n_B(\xi-z)D(\xi-z)$ gives a function that agrees at every $i\omega_j$ but has poles wherever $\xi-z=-i\nu_l$. There $n_B(\xi-z)\simeq T/(\xi-z+i\nu_l)=-T/(z-\xi-i\nu_l)$, so the residue at $z=\xi+i\nu_l$ is $-T|g|^2D(-i\nu_l)$. For $l>0$ these poles lie in the upper half-plane, where Eq.~\eqref{eq:lehmann} has none.

With $1/(x+i0^+)=\mathrm P(1/x)-i\pi\delta(x)$,
\begin{equation}
\mathrm{Im}\,\Sigma(\omega+i0^+)=-\pi|g|^2\big[(n+f)\,\delta(\omega-E_-)+(n+1-f)\,\delta(\omega-E_+)\big]\le0 .
\label{eq:im}
\end{equation}

This part has derived the one-phonon self-energy, Eq.~\eqref{eq:FM}, by a Matsubara sum and again in imaginary time, and has continued it to real frequencies, given that the first-order transitions have energies $E_\pm$. It remains to show this, to identify the four processes at the two poles, and to work through a one-channel example and a flat band.
